# Decay of the proximity pair amplitude in diffusive copper at 4 K

## Problem

A copper film with electron diffusivity $D=0.01\ \mathrm{m^2/s}$ is held at $T=4$ K. It fills the half-space $x>0$ and touches a superconductor over a wide, flat contact at $x=0$. Copper has no pairing interaction of its own in this model, but pairs leak into it from the superconductor.

The algebra uses atomic units, so $\hbar=1$, and the symbol $T$ in an equation stands for the thermal energy $kT$. In the diffusive limit the equilibrium state of the copper is described, at each Matsubara energy $\omega_n=(2n+1)\pi T$ with $n\ge 0$, by a $2\times2$ matrix $g(x)$ that obeys the Usadel equation

$$D\,(g\,g')'=\omega_n[\tau_3,g],\qquad g^2=1 .$$

Here $\tau_1,\tau_2,\tau_3$ are the Pauli matrices and a prime means $d/dx$. With one superconductor and no supercurrent the pair phase can be set to zero, and then

$$g=\tau_3\cos\theta+\tau_1\sin\theta .$$

The off-diagonal part $F=\sin\theta$ is the pair function. Deep in the copper $\theta\to0$.

1. Reduce the matrix equation to one for $\theta$, linearize it, and find the decay length $\xi$ of the lowest component, $n=0$. Evaluate it.
2. Near a good contact $\theta$ is not small. Does this change the decay length?
3. The total pair amplitude is a sum over all $n$. At what depth does it decay with the length $\xi$?
4. The Usadel equation assumes a short mean free path. Use the linear transport equation below to find the error for this film and for cleaner copper.
5. Find the effect of weak pair breaking, such as that from magnetic impurities.

For part 4, let $f(x,\mu)$ be the small pair function of electrons moving at an angle with cosine $\mu$ to the $x$ axis. For Fermi velocity $v$ and isotropic scattering with time $\tau$,

$$v\mu\,\frac{\partial f}{\partial x}+2\omega f=\frac{\langle f\rangle-f}{\tau},\qquad \langle f\rangle=\frac12\int_{-1}^{1}f\,d\mu .$$

## Solution

### 1. The linear equation and its decay length

Differentiating $g$ gives $g'=\theta'(-\tau_3\sin\theta+\tau_1\cos\theta)$. In the product $gg'$ the terms with $\tau_3^2=1$ and $\tau_1^2=1$ are $-\sin\theta\cos\theta$ and $+\sin\theta\cos\theta$, and they cancel. Since $\tau_3\tau_1=i\tau_2$ and $\tau_1\tau_3=-i\tau_2$, the rest is

$$gg'=\theta'\left(\cos^2\theta\;\tau_3\tau_1-\sin^2\theta\;\tau_1\tau_3\right)=i\tau_2\,\theta' .$$

On the right-hand side $\tau_3$ commutes with itself, so

$$[\tau_3,g]=\sin\theta\,(\tau_3\tau_1-\tau_1\tau_3)=2i\tau_2\sin\theta .$$

Both sides are proportional to $i\tau_2$, and the matrix equation becomes

$$D\,\theta''=2\omega_n\sin\theta .$$

The factor 2 comes from the commutator. For small $\theta$ we have $\sin\theta=\theta-\theta^3/6+\dots$. Keeping the first order, $F=\theta$ and

$$F''=\kappa_n^2F,\qquad \kappa_n^2=\frac{2\omega_n}{D}.$$

The general solution is $Ae^{-\kappa_nx}+Be^{\kappa_nx}$. The film is taken to be many decay lengths deep, so $F$ must vanish far from the contact and $B=0$. The lowest energy is $\omega_0=\pi T$, which gives $\kappa_0^2=2\pi T/D$. Restoring $\hbar$ and $k$,

$$F_0(x)=F_0(0)\,e^{-x/\xi},\qquad \boxed{\;\xi=\frac1{\kappa_0}=\sqrt{\frac{\hbar D}{2\pi kT}}\;}$$

The dimensions agree: $\hbar D$ is an energy times a squared length. The result can be read as $\xi=\sqrt{Dt}$ with $t=\hbar/(2\pi kT)$, the distance diffused in a thermal time.

At 4 K, $kT=3.447\times10^{-4}$ eV and $\omega_0=\pi kT=1.083\times10^{-3}$ eV. With $\hbar=6.582\times10^{-16}$ eV s,

$$\xi^2=\frac{6.582\times10^{-16}\times0.01}{2\times1.083\times10^{-3}}\ \mathrm{m^2}=3.04\times10^{-15}\ \mathrm{m^2},$$

so $\xi=55.1$ nm, or 551 angstrom. The lowest component falls to 0.163 of its contact value at 100 nm and to 0.027 at 200 nm, if the exponential holds from the contact onward.

Since $\xi\propto\sqrt{D/T}$, a 10% error in $D$ moves $\xi$ by about 5%. Cooling to 1 K with $D$ held fixed doubles the length to 110.3 nm.

### 2. A large pairing angle at the contact

The nonlinear equation $\theta''=\kappa^2\sin\theta$ can be integrated. Multiplying by $\theta'$ and integrating once gives

$$\tfrac12\theta'^2=-\kappa^2\cos\theta+C .$$

Deep in the copper $\theta$ and $\theta'$ vanish, so $C=\kappa^2$. With $1-\cos\theta=2\sin^2(\theta/2)$ this becomes $\theta'^2=4\kappa^2\sin^2(\theta/2)$. The angle decreases from a positive value, which selects the negative root:

$$\theta'=-2\kappa\sin\frac\theta2 .$$

For the second integration, note that

$$\frac{d}{dx}\ln\tan\frac\theta4=\frac{\theta'}{4\sin(\theta/4)\cos(\theta/4)}=\frac{\theta'}{2\sin(\theta/2)}=-\kappa .$$

Hence

$$\tan\frac{\theta(x)}4=\tan\frac{\theta(0)}4\;e^{-\kappa x},$$

and far from the contact, where the tangent equals its argument to leading order,

$$\theta(x)\simeq4\tan\frac{\theta(0)}4\;e^{-\kappa x}.$$

The far decay length is the one found from the linear equation. The nonlinearity changes the prefactor.

To size that change, take a strong contact: perfectly transparent, with a superconductor that keeps its bulk state up to $x=0$. In bulk, a pair potential $\Delta$ adds $\Delta\tau_1$ to $\omega_n\tau_3$, and a uniform $g$ must commute with the sum:

$$[\omega_n\tau_3+\Delta\tau_1,\,g]=2i\tau_2(\omega_n\sin\theta-\Delta\cos\theta)=0 .$$

This sets $\tan\theta_n(0)=\Delta/\omega_n$. A rough value for niobium is $\Delta=0.0014$ eV. Then $\tan\theta_0(0)=0.0014/0.001083$ and $\theta_0(0)=0.912$ rad, which is not a small angle. Yet the far prefactor is $4\tan[\theta_0(0)/4]=0.929$ rad, about 1.8% above the value 0.912 rad that the linear equation for $\theta$ gives with the same contact angle. The change is larger for the pair function measured against its own contact value, $\sin\theta_0(0)=0.791$: the ratio $0.929/0.791$ is 1.17. With the closed profile above, $F_0$ falls to 0.19 of its contact value at 100 nm and to 0.031 at 200 nm, compared with 0.163 and 0.027 for a pure exponential.

### 3. The sum over Matsubara energies

The total pair amplitude is proportional to $S(x)=\sum_n\sin\theta_n(x)$. Because $\omega_n=(2n+1)\omega_0$, component $n$ has the decay length $\xi/\sqrt{2n+1}$. The higher components die out sooner, and the total falls more steeply near the contact than far away. Define a local decay length $\Lambda(x)=-S/S'$.

At large depth keep $n=0$ and $n=1$. Let $r$ be the ratio of their far prefactors and $\varepsilon=e^{-(\sqrt3-1)x/\xi}$ the ratio of their exponentials:

$$S\propto e^{-x/\xi}(1+r\varepsilon),\qquad -S'\propto\frac{1}{\xi}\,e^{-x/\xi}\left(1+\sqrt3\,r\varepsilon\right).$$

Dividing and expanding to first order in $\varepsilon$,

$$\Lambda(x)\simeq\xi\left[1-(\sqrt3-1)\,r\,e^{-(\sqrt3-1)x/\xi}\right],\qquad r=\frac{\tan[\theta_1(0)/4]}{\tan[\theta_0(0)/4]} .$$

For the strong contact of part 2, $r=0.440$. Closer in, more terms matter. Summing 2000 components, each with its nonlinear profile, and differentiating $\ln S$ numerically gives:

| Depth (nm) | Local decay length (nm) |
|---|---|
| 50 | 40.5 |
| 100 | 48.9 |
| 200 | 53.7 |
| 300 | 54.8 |

At 50 nm the local length is 26% below $\xi$, at 100 nm 11%, and at 200 nm under 3%. Thus $\xi$ is an asymptotic length. A single exponential fitted to the first 100 nm of the total amplitude would give a shorter one. The table belongs to this contact, since another set of contact angles changes the weights of the components. It also uses the Usadel equation for every component and at every depth. That equation needs $2\omega_n\tau\ll1$, with $\tau$ the scattering time, and a distance of many mean free paths from the contact. The mean free path found in part 4 is 19 nm, so the entry at 50 nm is only a rough value for this film. The sum also keeps $\Delta$ constant up to energies far above the phonon range of niobium. Cutting it off near 25 meV, or using the decay constants of part 4 for each component, raises the 50 nm entry by 0.5 to 0.8 nm and moves the deeper entries by about 0.2 nm or less.

### 4. Finite mean free path

Insert $f=\phi(\mu)e^{-\kappa x}$ into the transport equation and multiply by $\tau$. With $l=v\tau$, $y=\kappa l$ and $s=2\omega\tau$,

$$(1+s-y\mu)\,\phi=\langle\phi\rangle .$$

Divide by the bracket and average over $\mu$. The factor $\langle\phi\rangle$ cancels:

$$1=\frac12\int_{-1}^{1}\frac{d\mu}{1+s-y\mu}=\frac1{2y}\ln\frac{1+s+y}{1+s-y}=\frac1y\,\mathrm{artanh}\frac{y}{1+s},$$

which is the same as

$$\tanh y=\frac{y}{1+s}.$$

The ratio $\tanh y/y$ falls steadily from 1 to 0 as $y$ grows, so there is one positive root for each $s>0$. It satisfies $y=(1+s)\tanh y<1+s$, as the integral requires.

**Short mean free path, $s\ll1$.** Expand both sides of $\tanh y/y=1/(1+s)$:

$$1-\frac{y^2}3+\frac{2y^4}{15}=1-s+s^2 .$$

Try $y^2=3s(1+as)$. The first-order terms agree. The second-order terms give $-a+\tfrac65=1$, so $a=\tfrac15$ and

$$y=\sqrt{3s}\left(1+\frac{s}{10}+\dots\right).$$

The leading term is $\kappa^2=3s/l^2=6\omega/(vl)=2\omega/D$ with $D=vl/3$, which is the linearized Usadel result. The next term shortens the decay length by the fraction $s/10$.

**Long mean free path, $s\gg1$.** Now $\tanh y\to1$ and $y\to1+s$, so that

$$\frac1\kappa\to\left(\frac1l+\frac{2\omega}{v}\right)^{-1}.$$

As $l$ grows at $\omega=\omega_0$, this length saturates at $\hbar v/(2\pi kT)$, while the Usadel length keeps growing as $\sqrt D$.

**Numbers for copper.** Take free electrons, one per atom, and a cubic cell of four atoms with edge 0.361 nm, a rough value. The density is $n_e=4/a^3$, and in atomic units $v=(3\pi^2n_e)^{1/3}$, which is $1.575\times10^6$ m/s. Then

$$l=\frac{3D}{v}=\frac{0.03}{1.575\times10^6}\ \mathrm m=19.0\ \mathrm{nm},\qquad \frac{\hbar v}{2\pi kT}=479\ \mathrm{nm}.$$

The parameter $s=2\omega_0\tau$ is the ratio of these lengths, $s=0.040$. The film is well inside the diffusive regime. Solving $\tanh y=y/(1+s)$ numerically, at 4 K and with $v$ held fixed, gives:

| $D$ (m²/s) | $l$ (nm) | Usadel $\xi$ (nm) | Transport length (nm) |
|---|---|---|---|
| 0.01 | 19.0 | 55.1 | 54.9 |
| 0.10 | 190 | 174 | 168 |
| 1.00 | 1905 | 551 | 383 |

The Usadel length exceeds the transport length by 0.4%, 4% and 44%. The formula therefore fails for very clean copper, and the value of $D$ is an essential part of the result. These transport lengths belong to the exponential solution, which holds only far enough from the contact. Nearer to it, electrons not yet scattered since crossing the contact also contribute. Without the term $\langle f\rangle$ the transport equation gives $f\propto e^{-(1+s)x/(l\mu)}$, so their part falls at least as fast as $e^{-(1+s)x/l}$. For the film this is much steeper than $e^{-yx/l}$, and the unscattered part is lost within a few mean free paths. In the last row $y$ lies below $1+s$ by less than 0.001, so the exponential solution dominates only at depths far beyond $l$. The unscattered part then decays with almost the same length, however, so the local decay length is already within a few percent of 383 nm a few mean free paths from the contact.

### 5. Pair breaking

Weak pair breaking with energy $\Gamma$ adds a term to the equation for $\theta$:

$$D\theta''=2\omega\sin\theta+2\Gamma\sin\theta\cos\theta .$$

For small $\theta$ the right-hand side is $2(\omega+\Gamma)\theta$. Setting $\omega=\omega_0$ and defining $L_{\rm pb}=\sqrt{\hbar D/(2\Gamma)}$,

$$\frac1{\xi_{\rm pb}^2}=\frac1{\xi^2}+\frac1{L_{\rm pb}^2}.$$

Take $L_{\rm pb}=300$ nm as a round value, which corresponds to $\Gamma=3.66\times10^{-5}$ eV. The decay length becomes 54.2 nm, 1.6% below $\xi$. The effect is small because $\Gamma\ll\omega_0$. On cooling with $D$ and $\Gamma$ fixed, $\xi$ grows without bound but $\xi_{\rm pb}$ tends to $L_{\rm pb}$, so pair breaking sets the limit at low temperature.

### The model beside a real copper line

The chosen $D$ can be compared with a resistivity. In atomic units the free-electron conductivity is $n_e\tau$. With $n_e=v^3/(3\pi^2)$ and $D=v^2\tau/3$ it equals $(v/\pi^2)D$, and here this gives a resistivity of about 3.5 micro-ohm cm. These are free-electron values. The density of states of real copper, judged from its electronic specific heat, is about 1.4 times larger and its mean Fermi velocity is nearer $1.1\times10^6$ m/s. For the same $D$ that means a resistivity near 2.5 micro-ohm cm, $l$ near 27 nm and $s$ near 0.08, so the Usadel error for the film is closer to 0.8% than to 0.4%. A low-temperature value of a few micro-ohm cm is reasonable for a thin, disordered copper film. Well-annealed pure bulk copper has a far lower residual resistivity and lies beyond the last row of the second table, which corresponds to a residual resistance ratio of only about 50. The contact angles of part 2 are upper bounds. A niobium film conducts no better than this copper, so it does not keep its bulk state up to the interface, and even a transparent contact gives $\theta_0(0)$ of roughly 0.5 to 0.7 rad rather than 0.912 rad. An oxide or a damaged layer lowers $\theta_n(0)$ further. Within this model that reduces the amplitude in the copper and leaves $\xi$ unchanged. For a given line, $D$ should come from the low-temperature resistivity of that line and the real density of states (the free-electron one makes $\xi$ about 18% too long), because $\xi$ is proportional to $\sqrt D$ as long as $l\ll\hbar v/(2\pi kT)$. The length describes how far pair correlations reach; it does not by itself give the resistance or the critical current of a copper link.

All numerical values are calculated from the stated model.
